# Dead-time correction of a raster-gated ion counter

## Problem

In dynamic secondary-ion mass spectrometry (SIMS), a continuous primary ion beam is scanned over a square raster and digs a crater. Secondary ions of one species are counted as the crater deepens. To keep ions from the crater walls out of the profile, the counter accepts pulses only while the beam is in the central part of the raster. This is raster gating.

The raster is 200 µm on a side, and the accepted square is 100 µm on a side, so the gate covers 25 percent of the area. One frame has 100 lines of 1 ms each and lasts 100 ms. The gate opens on the central 50 lines, for 0.50 ms on each. Scan speed is uniform and flyback takes no time.

The counter has a non-paralysable dead time $\tau=50$ ns: after each recorded pulse it is blind for $\tau$, and pulses that arrive while it is blind are lost without prolonging the blindness. The instrument reports $M=500{,}000$ recorded counts per second, averaged over full frames, closed periods included.

(a) What rate $R$, also averaged over full frames, would a counter without dead time have reported?

(b) How large is the error if the average rate $M$ is put directly into the dead-time formula?

(c) Does that error cancel when signals from different depths are compared?

(d) Which neglected effects limit the accuracy of the answer to (a)?

While the gate is open, take the ions to arrive as a Poisson process of constant rate: arrivals are independent of one another.

## A tempting solution

Each recorded count blocks the counter for $\tau$. In one second the counter is blocked for

$$M\tau=500{,}000\times 50\times10^{-9}=0.025\ \text{s},$$

so it is live for 97.5 percent of the time. Dividing by the live fraction gives

$$R_{\rm avg}=\frac{M}{1-M\tau}=\frac{500{,}000}{0.975}=512{,}821\ \text{counts/s}.$$

The correction is 2.6 percent of the recorded rate, which looks harmless.

## Where it fails

The blocked time of 0.025 s in each second is right. The fault is in comparing it with the whole second. For three quarters of that second the gate is closed, and being ready then cannot recover an ion lost while the gate was open.

The same fault appears when lost ions are counted. The number lost per second is the blocked time multiplied by the arrival rate *during that blocked time*. Rearranging the tempting formula gives

$$R_{\rm avg}-M=R_{\rm avg}\,M\tau ,$$

so it assigns to the blocked periods an arrival rate equal to the full-frame average. But the counter becomes blocked when ions are being accepted, and the arrival rate is then about four times the average.

## Solution

### (a) The true rate

Let $g$ be the fraction of the full frame time during which the gate is open:

$$g=\frac{50\times0.50\ \text{ms}}{100\ \text{ms}}=0.25 .$$

Let $m$ be the recorded rate and $n$ the true arrival rate, both while the gate is open. No counts are recorded while it is closed, so the full-frame averages are

$$M=g\,m,\qquad R=g\,n .$$

The dead-time law connects $m$ and $n$. After a recorded count the counter is blind for $\tau$. When it recovers, the mean wait for the next ion is $1/n$, because a Poisson process has no memory of what came before. The mean time between recorded counts is therefore $\tau+1/n$, and

$$m=\frac{1}{\tau+1/n}=\frac{n}{1+n\tau}.$$

Multiply by $1+n\tau$ and collect the terms in $n$:

$$m+mn\tau=n\quad\Rightarrow\quad n(1-m\tau)=m\quad\Rightarrow\quad n=\frac{m}{1-m\tau}.$$

This uses the mean rate over many counts. An opening holds about 1000 counts, and the small effect of its two ends is estimated in (d).

Substituting $m=M/g$ and multiplying by $g$ gives

$$R=g\,\frac{M/g}{1-M\tau/g}=\frac{M}{1-M\tau/g}.$$

The factor $g$ cancels in the numerator but remains in the dead-time term. With the numbers of the problem,

$$m=\frac{500{,}000}{0.25}=2{,}000{,}000\ \text{counts/s},\qquad m\tau=0.10,$$

$$n=\frac{2{,}000{,}000}{0.90}=2{,}222{,}222\ \text{counts/s},\qquad R=0.25\,n=555{,}556\ \text{counts/s}.$$

The loss can be confirmed by counting ions. The counter is blocked for 0.025 s in each second, while ions arrive at 2,222,222 per second. The product is 55,556 lost ions per second, which is $R-M$.

The formula requires $M\tau<g$. As $M\tau$ approaches $g$, the counter is blocked for nearly all of the open time. The recorded rate then hardly depends on the true rate, and a small error in $M$ or $\tau$ becomes a large error in $R$.

### (b) The error of the average-rate correction

Divide the two results:

$$\frac{R_{\rm avg}}{R}=\frac{1-M\tau/g}{1-M\tau}.$$

Subtract 1, written as $(1-M\tau)/(1-M\tau)$:

$$\frac{R_{\rm avg}}{R}-1=\frac{-M\tau/g+M\tau}{1-M\tau}=-\left(\frac1g-1\right)\frac{M\tau}{1-M\tau}.$$

Here $1/g-1=3$, so the error relative to the true rate is

$$-\frac{3\times0.025}{0.975}=-0.0769 .$$

The rate obtained with the average-rate formula is 7.7 percent too low, or 42,735 counts/s. With no correction at all, the error would be $-10.0$ percent. The tempting formula thus repairs only a small part of the loss:

$$\frac{R_{\rm avg}-M}{R-M}=\frac{12{,}821}{55{,}556}=0.231 .$$

Two limits show what controls the error. For $g=1$ the factor $1/g-1$ vanishes and the two corrections agree: with an ungated, steady signal, the average rate is the right one to use. When $M\tau\ll 1$, the denominator $1-M\tau$ is close to 1 and the error tends to $-(1/g-1)M\tau$. It is then proportional to the recorded rate and grows as the gate is narrowed at fixed $M$.

The meaning of "25 percent" therefore matters. If it referred to each *side* of the raster, the open fraction would be $g=0.25^2=0.0625$. With the same $M$ and $\tau$, the blocked fraction of open time would be $0.025/0.0625=0.40$, and

$$R=\frac{500{,}000}{1-0.40}=833{,}333\ \text{counts/s}.$$

The average-rate formula does not contain $g$ and would still return 512,821 counts/s, now 38.5 percent too low.

### (c) The effect on a depth profile

The error depends on the signal, so it does not cancel. Compare the peak, at 500,000 recorded counts/s, with a point in the tail at 5000 recorded counts/s, keeping the gate and dead time fixed. In the tail $M\tau=0.00025$, and the error is

$$-\frac{3\times0.00025}{0.99975}=-0.00075,$$

or $-0.075$ percent. The tail is almost unaffected while the peak is 7.7 percent low. The ratio of peak to tail is multiplied by

$$\frac{1-0.0769}{1-0.00075}=0.924,$$

so it comes out about 7.6 percent too small.

A single calibration factor cannot repair this. Suppose the profile is rescaled so that its integral matches a known implanted dose. The factor that restores the integral is a signal-weighted average of the factors needed at each depth, so it lies between the factor needed at the peak and the factor needed at the weakest signal. The rescaled peak is still too low, and the weakest parts of the profile are now too high. The dead-time correction has to be made at each depth, with the gate-open rate at that depth, before any such scaling.

### (d) How far the answer can be trusted

**Counting noise.** The waits between recorded counts have a fixed part $\tau$ and a random part with standard deviation $1/n$. The total duration of $N$ such waits has standard deviation $\sqrt N/n$. Multiplying by the recorded rate $m$ turns this scatter in time into a scatter in the number of counts:

$$\sigma_N=\sqrt N\,\frac mn=\sqrt N\,(1-m\tau).$$

The correction amplifies this scatter. From $n=m/(1-m\tau)$,

$$\frac{dn}{dm}=\frac{(1-m\tau)+m\tau}{(1-m\tau)^2}=\frac1{(1-m\tau)^2},$$

so a small relative change in $m$ becomes a relative change in $n$ that is larger by $1/(1-m\tau)$. The two factors cancel:

$$\frac{\sigma_R}{R}=\frac{\sigma_N}{N}\,\frac1{1-m\tau}=\frac1{\sqrt N}.$$

For one second of data $N=500{,}000$, and the relative standard deviation is 0.14 percent. The error found in (b) is more than fifty times larger.

**Dead time and its type.** If $\tau$ were 55 ns instead of 50 ns, $m\tau$ would be 0.11 and $R$ would rise by 1.1 percent.

If the counter were paralysable, every arriving ion would restart the blind period. An ion would be recorded only if none had arrived during the preceding $\tau$. For Poisson arrivals this has probability $e^{-n\tau}$, so $m=n e^{-n\tau}$. Solving numerically for the root that tends to $n=m$ at low rate gives $n=2{,}236{,}651$ counts/s, which is 0.65 percent above the non-paralysable value.

**Time fraction and area fraction.** The formula needs the fraction of *time* for which the gate is open. If 5 percent of each frame were spent in flyback with the gate closed, $g$ would be $0.95\times0.25=0.2375$. At the same $M$, $R$ would be 0.59 percent higher.

**Uneven emission inside the gate.** Let the local true rate be $\bar n(1+x)$, where $x$ has mean zero and variance $s^2$ over the open time and changes little within $\tau$. Define $m_0=\bar n/(1+\bar n\tau)$ and $c=m_0\tau$. Since $\bar n\tau/(1+\bar n\tau)=c$, the denominator of the dead-time law is

$$1+\bar n\tau(1+x)=(1+\bar n\tau)(1+cx).$$

The local recorded rate is therefore

$$m_0\,\frac{1+x}{1+cx}\approx m_0\left[1+(1-c)x-c(1-c)x^2\right].$$

Averaging removes the linear term and leaves $m=m_0[1-c(1-c)s^2]$. The correction multiplies this small relative deficit by $1/(1-c)$, so $R$ is too low by the fraction $cs^2\approx m\tau s^2$ at leading order.

For a linear variation of $\pm30$ percent across the gate, $s^2=0.30^2/3=0.030$, and the error is $-0.10\times0.030=-0.30$ percent. Even the gate-open average is thus an approximation when the rate varies within the gate, though here a much better one than the full-frame average.

The signal also changes as the crater deepens. With erosion at 0.2 nm/s and a profile that falls by a factor $e$ in 5 nm, the change in one second is about $0.2/5=0.04$. A nearly linear change of this total size has $s^2\approx0.04^2/12$, and the resulting error of $-0.0013$ percent is negligible.

**Ends of the openings.** Let $T=0.50$ ms be the length of one opening. A counter that is free when the gate opens records on average $mT+a$ counts, where $a$ is a constant for $T\gg\tau$. To find $a$, consider a counter that has been running steadily, for which the mean is $mT$. At a random instant it is free with probability $1-m\tau$. With probability $m\tau$ it is blocked, and the blindness still to come is $\tau/2$ on average. That delay costs $m\tau/2$ counts. Hence

$$mT=(1-m\tau)(mT+a)+m\tau\left(mT+a-\frac{m\tau}{2}\right)=mT+a-\frac{(m\tau)^2}{2},$$

and $a=(m\tau)^2/2=0.005$ counts. If a pulse from outside the gate can block the counter, the worst case is one that arrives just as the gate opens. It costs a further $m\tau=0.10$ counts, for a net shift of $-0.095$. An opening contains $mT=1000$ recorded counts on average, so even this shift is only about 0.01 percent.

## Comparison with a real measurement

The settings are round values chosen for the example; they do not describe a particular instrument or sample. A dead time of some tens of nanoseconds is a reasonable rough figure for pulse counting with an electron multiplier. A gate-open rate of 2,000,000 counts/s is high for such a detector. At high rates a real multiplier may lose gain, so that some pulses fall below the counting threshold. The model omits this loss, and its size cannot be inferred from $\tau$. Among the departures estimated above, the 5 ns error in dead time moves the result most, by 1.1 percent.

The Poisson assumption also needs ions from a single primary impact to be detected together only rarely. For a primary current of 100 nA, dividing the gate-open true rate by the number of primary charges arriving per second gives $3.6\times10^{-6}$ detected ions per charge. If ions are emitted independently, the chance that a detected ion has a companion from the same impact is of this order. Correlated emission could make it larger.

The result is limited to a continuous primary beam. With a pulsed beam, ions can arrive in bunches shorter than $\tau$. This counter then records at most one ion per bunch, and the constant-rate law used here fails even inside the gate.

All numerical values are calculated from the stated model.
